\section*{How Low Sticking Probability Sets the Crossover to Branched Aggregation}

\section{What repeated attempts change}

\textbf{Q.} When atoms attach reluctantly to my islands, the branches come out thicker. I am told that each atom samples more edge sites before it sticks. Is that an explanation?

\textbf{A.} It is half of one. Consider walkers released one at a time on a square lattice of spacing $a$. A step into an occupied site succeeds with probability $p$, and the walker then sticks for good. Otherwise it stays where it is and goes on walking. The chance of exactly $n$ rejections is $p(1-p)^n$, so the mean number of attempts is $1/p$.

Attempts alone change nothing. If a rejected walker had to retry on the same spot until it stuck, it would end where a perfectly sticking walker ends, and the aggregate would be an ordinary diffusion-limited aggregate (DLA). What matters is the walk between attempts. It carries the atom away from the exposed tip it met first, towards flanks and hollows that a perfectly absorbing tip would have screened. The question is how far.

\textbf{Q.} Can a length be extracted from $p$ before we discuss any complicated shape?

\textbf{A.} Yes, from a flat edge. Let row 0 be occupied and let $u_j$ be the steady walker occupation of a site in row $j$. A site in row 1 receives walkers from row 2, from its two lateral neighbours, and from its own rejected attempts:
\begin{equation}
u_1=\tfrac14u_2+\tfrac12u_1+\tfrac14(1-p)u_1 .
\end{equation}
Multiplying by 4 and collecting terms gives $u_2-u_1=pu_1$. In the higher rows $u_{j+1}-2u_j+u_{j-1}=0$, so the profile is linear. Write it as $u_j=B(j+\ell/a)$. The edge condition becomes $B=pB(1+\ell/a)$, hence
\begin{equation}
\ell=a\left(\frac1p-1\right).
\end{equation}
The profile extrapolates to zero a distance $\ell$ behind the occupied row.

In the continuum, with concentration $c$, diffusivity $D$ and attachment velocity $k$, the edge condition is $D\,\partial_nc=kc$, where $n$ points away from the solid. With a time $\tau$ per step, $D=a^2/(4\tau)$ and $k=pa/(4\tau)$, so
\begin{equation}
\Lambda\,\partial_nc=c,\qquad \Lambda=\frac Dk=\frac ap .
\end{equation}
$\Lambda$ is measured from the first free row and $\ell$ from the occupied row; they differ by one site, which is immaterial when $p\ll1$.

\section{How far an atom spreads}

\textbf{Q.} That is a depth. Why should it also be a distance along the edge? For $1/p$ random displacements I would expect a spread of order $a/\sqrt p$.

\textbf{A.} The square root needs displacements of finite variance, and these have none. Let $\varphi(q)$ be the average of $e^{iqx}$ over the lateral displacement $x$ between successive attempts. An attempt is a step down from row 1. By translation symmetry, first passage from row 2 to row 1 has the same $\varphi$. The first step is down with probability $1/4$, lateral with probability $1/2$, and up with probability $1/4$; after an upward step two descents are needed. Thus
\begin{equation}
\varphi=\tfrac14+\tfrac12\cos(qa)\,\varphi+\tfrac14\varphi^2 .
\end{equation}
Multiplying by 4 gives $\varphi^2-2C\varphi+1=0$ with $C=2-\cos(qa)$. Since $|\varphi|\le1$, the root is
\begin{equation}
\varphi=C-\sqrt{C^2-1}.
\end{equation}
For small $q$, $C\simeq1+q^2a^2/2$ and $C^2-1\simeq q^2a^2$, so $\varphi\simeq1-|q|a$. The term in $|q|$, instead of $q^2$, is the signature of a Cauchy-like distribution: a few long excursions dominate. After $n$ returns $\varphi^n\simeq e^{-na|q|}$, whose width is $na$, not $\sqrt n\,a$.

Measured from the first attempt, the final attachment position has the transform
\begin{align}
\Phi(q)&=\sum_{n=0}^{\infty}p(1-p)^n\varphi^n
=\frac{p}{1-(1-p)\varphi}\nonumber\\
&=\frac{p}{p+(1-p)(1-\varphi)}
=\frac1{1+(\ell/a)(1-\varphi)}\simeq\frac1{1+\ell|q|}.
\end{align}
The last form holds for $|q|a\ll1$. Structure with $|q|\ell\gg1$ is blurred out of the arrival pattern, while structure with $|q|\ell\ll1$ is left almost as perfect absorption would make it.

A direct solution for $p=0.1$, on a periodic edge 64 sites long with 100 free rows, agrees with the lattice form of $\Phi$ to $1.4\times10^{-9}$. In the continuum half the atoms stick within $0.623\ell$ of their first attempt. The lattice formula gives median distances of 30.1 sites at $p=0.02$ and 123.6 sites at $p=0.005$. Their ratio is 4.10, close to the ratio $199/49=4.06$ of the two values of $\ell$; a square-root law would give about 2.

\section{When a round island starts to branch}

\textbf{Q.} Blurring the arrivals is not yet a morphology. At what size does an island stop being compact?

\textbf{A.} Take a nearly round island,
\begin{equation}
r(\theta,t)=R(t)+h(t)\cos m\theta,\qquad |mh|\ll R .
\end{equation}
Assume that the diffusion field adjusts quickly compared with the motion of the edge, so $\nabla^2c=0$ outside. The edge advances at $v_n=\Omega D\,\partial_nc$, where $\Omega$ is the area per atom. To first order in $h$ the field is
\begin{equation}
c=A\left(\ln\frac rR+\frac\Lambda R\right)+b\left(\frac Rr\right)^m\cos m\theta .
\end{equation}
The constant $A\Lambda/R$ satisfies the edge condition for the circle; $b$ is of order $h$. The tilt of the normal contributes a product of two first-order slopes and can be dropped. At the displaced edge the coefficients of $\cos m\theta$ in $\partial_rc$ and $c$ are
\begin{equation}
-\frac{Ah}{R^2}-\frac{mb}{R}\qquad\text{and}\qquad \frac{Ah}{R}+b .
\end{equation}
The edge condition makes $\Lambda$ times the first equal to the second. With $\lambda=\Lambda/R$,
\begin{equation}
-\lambda\frac{Ah}{R}-m\lambda b=\frac{Ah}{R}+b
\;\Rightarrow\;
b=-\frac{Ah}{R}\,\frac{1+\lambda}{1+m\lambda}.
\end{equation}
The mean radius grows at $\dot R=\Omega DA/R$, and the distortion at
\begin{align}
\dot h&=\Omega D\left(-\frac{Ah}{R^2}-\frac{mb}{R}\right)
=\frac{\Omega DAh}{R^2}\left[-1+\frac{m(1+\lambda)}{1+m\lambda}\right]\nonumber\\
&=\frac{\Omega DAh}{R^2}\,\frac{m-1}{1+m\lambda},
\end{align}
because $-1-m\lambda+m+m\lambda=m-1$. Dividing by $\dot R$ removes the supply strength $A$:
\begin{equation}
\frac{d\ln h}{d\ln R}=\frac{m-1}{1+m\Lambda/R}.
\label{eq:growth}
\end{equation}

\textbf{Q.} The right-hand side is positive for every $m\ge2$. Does every bump then grow from the start?

\textbf{A.} Its height grows, but shape is measured by $h/R$. Subtracting 1 from Eq.~\eqref{eq:growth},
\begin{equation}
\frac{d\ln(h/R)}{d\ln R}=\frac{m-2-m\Lambda/R}{1+m\Lambda/R}.
\end{equation}
For $m>2$ this changes sign at
\begin{equation}
R_m=\frac{m}{m-2}\,\Lambda .
\end{equation}
Three lobes begin to gain on the radius at $3\Lambda$, six at $1.5\Lambda$, twelve at $1.2\Lambda$, and the limit for fine modes is $\Lambda$. The mode $m=2$ loses relative amplitude at every finite $R$ when $\Lambda>0$, and $m=1$ is a displacement of the circle. So while $R<\Lambda$ every shape distortion shrinks relative to the island. In this linear, continuum model the crossover length is therefore $\Lambda$. Its value $a/p$ belongs to an edge along a lattice row. A diagonal edge offers $\sqrt2$ times as many attachment bonds per unit length, which shortens $\Lambda$ to $a/(\sqrt2\,p)$, so for a round lattice island $a/p$ is an estimate. A grown edge is also rough: a compact cluster at $p=0.01$ exposes about two bonds per lattice spacing of circumference, which shortens the effective $\Lambda$ by roughly that factor.

Equation~\eqref{eq:growth} also integrates. Since $d\ln h/dR=(m-1)/(R+m\Lambda)$,
\begin{equation}
\frac hR\propto\frac{(R+m\Lambda)^{m-1}}R .
\end{equation}
For six lobes, growth from $0.3\Lambda$ to $1.5\Lambda$ multiplies $h/R$ by 0.48; growth from there to $10\Lambda$ multiplies it by 6.6.

As a test, the field was solved outside circles actually distorted by $h/R=10^{-4}$, for $m=2,3,6,12$ and $R/\Lambda=0.3,1,10$. The growth exponents differed from the formula by at most $5.6\times10^{-7}$. That set includes cases with the capillary term introduced below, at $\Gamma/A=0.001\Lambda$.

\textbf{Q.} How does this connect with the blurring along a flat edge?

\textbf{A.} Let $R$ and $m$ tend to infinity with $q=m/R$ fixed. Then
\begin{equation}
\frac{d\ln h}{dR}=\frac{m-1}{R+m\Lambda}\;\longrightarrow\;\frac{q}{1+q\Lambda}.
\end{equation}
This is the perfect-absorption rate $q$ multiplied by the continuum blurring factor. For $q\Lambda\ll1$ the usual instability returns. For $q\Lambda\gg1$ the rate saturates at $1/\Lambda$: however fine the ripple, the edge must advance by $\Lambda$ to amplify it by a factor $e$.

A branch tip can be viewed as part of a small circle. If its radius is well below $\Lambda$, atoms arrive almost evenly around it and it fattens. Once its radius exceeds a length of order $\Lambda$, it can split. This is a scaling argument, since a tip is attached to a stem and feels its neighbours; it does not give an exact branch width.

\section{What noisy aggregates show}

\textbf{Q.} Does DLA really survive at large scales?

\textbf{A.} The growth law for smooth distortions does. At $R=1000\Lambda$ the six-lobe exponent is 4.97, against 5 for perfect absorption. That supports the expectation of DLA at large scales, but it does not prove that a noisy aggregate has the same fractal dimension.

I can compare small samples of simulated aggregates. Let $N$ be the number of particles and $R_g$ the radius of gyration. An effective dimension is the slope of $\ln N$ against $\ln R_g$.
\begin{itemize}
\item For $p=0.01$, one run from $N=300$ to 2500 gives 2.01. It ends at $R_g=21.6a$, far below $\ell=99a$, and is in the compact regime, though not a filled disc: $Na^2/(2\pi R_g^2)=0.85$, where a filled disc gives 1.
\item For $p=1$, two runs from $N=1000$ to 8000 give a mean of 1.74.
\item For $p=0.2$, two runs from $N=2000$ to 12000 give a mean of 1.84.
\end{itemize}
The $p=0.2$ aggregates have left the compact regime, but they have not reproduced the value found at $p=1$. An unfinished crossover would explain the difference; with two runs each I leave that as a conjecture.

\textbf{Q.} And are the branches thicker in proportion to $1/p$?

\textbf{A.} They are thicker, but these data do not show proportionality. The mean length of uninterrupted occupied runs along rows and columns is 2.98 sites for $p=1$ ($N=8000$), 4.47 for $p=0.2$ ($N=12000$), and 6.46 for $p=1/17$ ($N=15000$, one run). Between the last two, $\ell$ rises fourfold, from $4a$ to $16a$, while the mean run rises by a factor of 1.45. Any pore inside a branch cuts a run, so the mean run is not a clean measure of branch width. Pores and the finite size of the aggregates may both matter; I have not separated the two effects.

A larger-scale measure is the compactness $Na^2/(2\pi R_g^2)$. It equals 1 for a filled disc, for which $Na^2=\pi R^2$ and $R_g^2=R^2/2$. At the same size, $R_g=48a$, it is 0.47 for $p=0.2$ and 0.69 for $p=1/17$. At the same scaled size, $R_g=3\ell$, the values are 0.62 and 0.69. Rescaling by $\ell$ reduces the gap from 0.22 to 0.07. Matching by $\Lambda$ instead, which means $R_g\simeq14a$ for $p=0.2$, gives 0.61 and a gap of 0.08. Run-to-run scatter is about 0.02, so the remainder is probably not scatter alone: neither length collapses the two cases at these sizes. The simulations therefore favour a crossover that moves outward as $p$ falls, but they do not fix its exponent.

\section{A graphene island on hot copper}

\textbf{Q.} Put in numbers for graphene growing on copper. Would I see this length?

\textbf{A.} Take 1300 K, a spacing of 0.25 nm, and an attachment barrier 0.8 eV above the terrace hopping barrier. With equal attempt rates,
\begin{equation}
p=e^{-0.80/0.1120}\simeq7.9\times10^{-4},\qquad
\Lambda=\frac{0.25\ \mathrm{nm}}{7.918\times10^{-4}}\simeq316\ \mathrm{nm}.
\end{equation}
Six lobes start to gain on the radius at $1.5\Lambda\simeq474$ nm, or about $0.47\,\mu$m. If line energy is ignored, every distortion shrinks relative to the island below $\Lambda$ itself, and between these two sizes only modes finer than six lobes can gain.

\textbf{Q.} Edges also have a line energy, which resists lobes. Is it negligible?

\textbf{A.} Let $c$ now denote the excess over equilibrium with a straight edge. The edge condition becomes $\Lambda\partial_nc=c-\Gamma\kappa$, where $\Gamma=c_{\rm eq}d$, $d$ is the capillary length and $\kappa$ the curvature. To first order,
\begin{equation}
\kappa=\frac1R+\frac{(m^2-1)h}{R^2}\cos m\theta .
\end{equation}
The equation for $b$ gains a term:
\begin{equation}
b(1+m\lambda)=-\frac{Ah}{R}(1+\lambda)+\frac{\Gamma(m^2-1)h}{R^2}.
\end{equation}
Its contribution to $\dot h$ is $-\Omega D\,m(m^2-1)\Gamma h/[R^3(1+m\lambda)]$. Dividing by $h\dot R/R=\Omega DAh/R^2$ and factoring out $m-1$ gives
\begin{equation}
\frac{d\ln h}{d\ln R}=\frac{m-1}{1+m\lambda}\left[1-\frac{m(m+1)\Gamma}{AR}\right].
\end{equation}
If the concentration is $Sc_{\rm eq}$ at distance $L$, the circular solution fixes
\begin{equation}
\frac{A}{c_{\rm eq}}=\frac{S-1-d/R}{\ln(L/R)+\Lambda/R}.
\end{equation}
An edge energy $\gamma$ per unit length raises the cost of adding an atom at curvature $\kappa$ by $\gamma\Omega\kappa$. The equilibrium concentration becomes $c_{\rm eq}e^{\gamma\Omega\kappa/k_BT}\simeq c_{\rm eq}(1+d\kappa)$, with $d=\gamma\Omega/(k_BT)$. For graphene $\Omega=\sqrt3\,a^2/4=0.0271\ \mathrm{nm}^2$, so $\gamma=3$ eV/nm gives $d=0.725$ nm. With $S=10$, $L=10\,\mu$m and $R=474$ nm, $A/c_{\rm eq}\simeq9.0/(3.05+0.67)=2.42$. The exponent is reduced by $42\times0.725/(474\times2.42)\simeq2.7\%$, which moves the six-lobe onset to about 489 nm. Finer lobes are resisted more strongly: with these inputs no mode gains on the radius below about 430 nm.

\textbf{Q.} How closely does this resemble a real furnace?

\textbf{A.} Graphene is grown on copper near this temperature, and the spacing is close to the real one. The barriers, edge energy, supersaturation and island separation are rough effective values. In particular, 0.8 eV stands for the whole attachment chemistry, and it dominates the uncertainty: another 0.1 eV multiplies $\Lambda$ by 2.4, and 1.2 eV gives $\Lambda\simeq11\,\mu$m, beyond $L$, so that no branching window is left. Apparent activation energies above 2 eV are reported for growth on copper; they include other steps, but they show that 316 nm is an illustration and not a prediction. An edge energy of 7 to 10 eV/nm would move the six-lobe onset to about 510 to 520 nm at $S=10$. With the barrier held fixed, $\Lambda$ is 420 nm at 1250 K and 242 nm at 1350 K. The latter is within about 10 K of the melting point of copper, where a fixed lattice of hopping sites is a doubtful picture. A triangular row spacing instead of a square one reduces 316 nm to 273 nm.

Real growth with hydrogen present can remove edge atoms, which breaks the assumption of irreversible attachment. Near equilibrium the shift is appreciable. For $S=2$, with the other inputs fixed, the capillary reduction at $R=600$ nm is 0.17. The onset condition then compares $5(1-0.17)=4.15$ with $1+6(316/600)=4.16$, so six lobes wait until about 600 nm instead of 474 nm.

The other neglected effects are smaller for these inputs. If the attempt rate for desorption equals that for a hop in one given direction, a desorption energy 2.5 eV above the hopping barrier gives a desorption length of about $18\,\mu$m, far larger than the onset radius. An edge-hopping barrier of 2.0 eV, an attempt rate of $10^{13}\ \mathrm{s^{-1}}$ and an edge speed of 16 nm/s let an atom wander about 19 nm along the edge while one row is added, well below $\Lambda$. With a terrace hopping barrier of 0.5 eV, $VR/D\simeq10^{-6}$ at the six-lobe onset, where $V$ is the edge speed, so the quasi-static field is justified.

\textbf{Q.} Should I then expect DLA above half a micrometre?

\textbf{A.} You may expect branching to become possible there, which is a weaker statement. At the onset $h/R$ is at its minimum, and it recovers slowly: with the inputs above, the six-lobe distortion doubles relative to the radius by about $1.6\,\mu$m and grows tenfold by about $3.8\,\mu$m. These figures assume that all atoms enter at distance $L$; if the gas supplies the whole terrace uniformly, the tenfold radius becomes about $4.0\,\mu$m, while the onset and the doubling radius hardly move. Visible lobes may therefore need an island several times larger than the onset size. DLA-like scaling needs $\Lambda\ll R\ll L$, and here $L/\Lambda\simeq32$, a narrow window. Crystal anisotropy, left out of the continuum theory, may also select regular arms. To test the mechanism, keep the islands far apart and the supersaturation high, and vary the temperature. If one attachment barrier controls $p$, the size at which lobes appear should shrink on heating roughly as $\Lambda$ does. Edge diffusion and detachment also speed up on heating and smooth the edge, so the trend is a clean test only while both remain weak. Heating at fixed supply can also lower $S$; at low supersaturation the capillary term can then reverse the trend and move the onset outward.

\section*{Computed results}
\begin{verbatim}
strip test: p = 0.10, largest error = 1.4e-09
median lateral spread / ell, continuum = 0.6232
median spread, p=0.02 = 30.14 sites
median spread, p=0.005 = 123.61 sites
ratio of these spreads = 4.102
largest boundary exponent error = 5.6e-07
onset radius / Lambda, m=3 = 3.0000
onset radius / Lambda, m=6 = 1.5000
onset radius / Lambda, m=12 = 1.2000
largest exponent at R=0.9 Lambda, m=2..20 = 0.8182
six-lobe exponent at R=1000 Lambda = 4.9702
six-lobe h/R factor, R/Lambda 0.3 to 1.5 = 0.4782
six-lobe h/R factor, R/Lambda 1.5 to 10 = 6.628
dimension, p=1, N=1000..8000, 2 runs = 1.742
dimension, p=0.2, N=2000..12000, 2 runs = 1.835
dimension, p=0.01, N=300..2500, 1 run = 2.009
final gyration radius, p=0.01 = 21.61 sites
mean chord, p=1, N=8000 = 2.98 sites
mean chord, p=0.2, N=12000 = 4.47 sites
mean chord, p=1/17, N=15000 = 6.46 sites
compactness, p=0.2, Rg=12 sites = 0.621
compactness, p=0.2, Rg=48 sites = 0.474
compactness, p=1/17, Rg=48 sites = 0.690
example temperature = 1300 K
example lattice spacing = 0.25 nm
extra attachment barrier = 0.80 eV
thermal energy = 0.1120 eV
sticking probability = 7.918e-04
kinetic crossover length = 315.7 nm
six-lobe onset radius = 473.6 nm
half island separation = 10000 nm
supersaturation ratio = 10.0
edge energy = 3.0 eV/nm
capillary length = 0.725 nm
capillary loss of six-lobe exponent = 2.65 %
desorption minus hop barrier = 2.5 eV
desorption length = 17534 nm
edge diffusion barrier = 2.0 eV
edge speed = 16.0 nm/s
attempt rate = 1.0e+13 1/s
edge diffusion length per row = 18.6 nm
terrace hop barrier = 0.5 eV
boundary-motion ratio V R/D = 1.1e-06
Lambda with triangular row spacing = 273.4 nm
Lambda at 1250 K = 420.1 nm
Lambda at 1350 K = 242.4 nm
Lambda factor for +0.1 eV barrier = 2.442
\end{verbatim}
